# Why the silent B2u phonon of tetragonal hafnia permits overtone Raman scattering

## The situation

A laser beam of photon energy 2.33 eV strikes the hafnia layer of a memory capacitor, and suppose that the layer is in the tetragonal phase. One lattice vibration, the B2u mode, gives no infrared absorption line and no one-phonon Raman line. Symmetry nevertheless permits Raman scattering that loses about twice its energy. How can two quanta do what one cannot, and how much light is involved?

The answer comes from expanding the crystal's response in the displacement and weighing each term. The lattice is taken as perfect, harmonic and free of static fields, the photon wavevector as zero, and the laser as far from electronic resonance. The algebra uses atomic units.

## What moves

Tetragonal HfO$_2$ has space group P4$_2$/nmc and two formula units per cell. In fractions of the cell edges, the oxygens are at

$$
\begin{aligned}
O_1&=(\tfrac14,\tfrac14,z), & O_2&=(\tfrac14,\tfrac14,z+\tfrac12),\\
O_3&=(\tfrac34,\tfrac34,-z), & O_4&=(\tfrac34,\tfrac34,\tfrac12-z).
\end{aligned}
$$

They form columns along $c$. Let them move along $c$ by $u(+1,-1,+1,-1)$, with hafnium at rest. Three symmetry operations identify this pattern:

- The fourfold screw operation $(x,y,z)\to(\tfrac12-y,x,z+\tfrac12)$ exchanges $O_1$ with $O_2$ and $O_3$ with $O_4$. It keeps the direction of a $z$ displacement, so $u\to-u$.
- Inversion exchanges $O_1$ with $O_3$ and $O_2$ with $O_4$, and reverses the displacements. Again $u\to-u$.
- The twofold operation $(x,y,z)\to(-x,y+\tfrac12,-z)$ makes the same exchanges as inversion and also reverses $z$ displacements, so $u\to-u$.

These signs define B2u when the twofold axes called $C_2'$ lie along the cell edges $a$.

There is no second B2u pattern. The other independent oxygen patterns along $c$ are $(+,+,+,+)$, $(+,+,-,-)$ and $(+,-,-,+)$, which are A2u, A1g and B1g. Hafnium motion along $c$ gives A2u and B1g. Any motion along $x$ or $y$ is reversed by the twofold rotation about $c$, whereas the B2u pattern is not. Symmetry alone therefore fixes the eigenvector, and no force constants are needed.

## First contribution: the linear terms

Infrared absorption by one phonon needs $\partial P/\partial u$, where $P$ is the cell dipole measured from the undistorted cell. One-phonon Raman scattering needs $\partial\alpha/\partial u$, where $\alpha$ is the cell polarizability. The two vanish for different reasons.

**Polarizability.** Inversion changes $u$ to $-u$ but leaves a second-rank tensor unchanged:

$$
\alpha(u)=\alpha(-u)\quad\Rightarrow\quad \left.\frac{\partial\alpha}{\partial u}\right|_0=0 .
$$

**Dipole.** Inversion does not forbid a linear dipole, since $P$ and $u$ are both odd. The rotations do. The fourfold operation keeps $P_z$ and reverses $u$, so $P_z(u)=P_z(-u)$. Inversion gives $P_z(u)=-P_z(-u)$. Together they require $P_z(u)=0$. The twofold rotation about $c$ keeps $u$ and reverses $P_x$ and $P_y$, so these vanish too.

The dipole argument did not assume small $u$. It therefore removes the quadratic dipole as well, and the B2u overtone stays infrared-forbidden in this ideal crystal.

## Second contribution: the quadratic polarizability

The even function $\alpha(u)$ begins as

$$
\alpha(u)=\alpha_0+\tfrac12 a_2u^2+\dots,\qquad a_2=\left.\frac{\partial^2\alpha}{\partial u^2}\right|_0 .
$$

Every operation of the group sends $u$ to $+u$ or $-u$, so $u^2$ is unchanged by all of them. In group language, $B_{2u}\times B_{2u}=A_{1g}$. The tensor $a_2$ need only be invariant under the crystal's operations:

- The twofold rotation about $c$ removes $xz$ and $yz$.
- The twofold rotation about $y$ reverses $xy$, which removes it.
- The fourfold operation makes $xx$ equal to $yy$.

What remains is

$$
a_2=\mathrm{diag}(a,a,b).
$$

Symmetry permits $a$ and $b$ but does not give their size.

A simple mechanism shows one way in which a quadratic part arises. Neighbouring oxygens in a column are $r_0=c/2$ apart. In the B2u pattern the spacings alternate between $r_0-2u$ and $r_0+2u$. An induced dipole $p$ along the column produces a field $2p/r^3$ at distance $r$ on its axis. The two neighbours together contribute

$$
\frac{2p}{(r_0-2u)^3}+\frac{2p}{(r_0+2u)^3}
=\frac{4p}{r_0^3}\left(1+\frac{24u^2}{r_0^2}+\dots\right).
$$

The linear changes cancel and the quadratic ones add. This shows that a quadratic term can survive, but it gives neither its final size nor its sign. For a field across the column, the same neighbours would make $a$ negative, whereas the full sum below gives a positive $a$ for the inputs used here. The neighbours in a column are only one part of the crystal's response. The full sum over ions follows from

$$
p_i=\alpha_i\Big(E+\sum_jT_{ij}p_j\Big)
\;\Rightarrow\;
\alpha=\sum_{ij}\big[(\alpha_{\rm ion}^{-1}-T)^{-1}\big]_{ij},
$$

where $\alpha_{\rm ion}$ is the diagonal matrix of the ionic polarizabilities $\alpha_i$, $T$ contains the dipole fields of the whole lattice and $E$ is the macroscopic field.

Differentiating twice, with $G=(\alpha_{\rm ion}^{-1}-T)^{-1}$ and $p$ the induced dipoles per unit field, gives $a_2=p^{\mathsf T}T''p+2\,p^{\mathsf T}T'GT'p$. The column mechanism belongs to the first term. The second term comes from couplings that do change linearly with $u$, those of an oxygen with hafnium and with the other column. They cancel in $\partial\alpha/\partial u$ but act twice in $a_2$. For the inputs used below, the first term is about $\mathrm{diag}(-6,-6,21)$ Å and the second about $\mathrm{diag}(72,72,50)$ Å, so most of $a_2$, including the positive sign of $a$, comes from the second.

## From displacement to two quanta

The oxygens of one cell carry the mass $M=4m_O$. With $\omega$ the mode frequency,

$$
u=\sigma(b+b^\dagger),\qquad \sigma^2=\frac{1}{2M\omega}.
$$

From the ground state, $\langle1|u|0\rangle=\sigma$ is not zero, but the coefficient that would multiply it is. For two quanta, $b^\dagger b^\dagger|0\rangle=\sqrt2\,|2\rangle$, so

$$
\langle2|u^2|0\rangle=\sqrt2\,\sigma^2,\qquad
\langle2|\alpha|0\rangle=\frac{a_2}{2}\sqrt2\,\sigma^2=\frac{a_2\sigma^2}{\sqrt2}.
$$

The squared amplitude is $\tfrac12a_2^2\sigma^4$ for each tensor component.

At temperature $T$, with mean occupation $\bar n$, the sum over initial states contains $\langle(n+1)(n+2)\rangle$. A thermal oscillator has $\langle n^2\rangle=2\bar n^2+\bar n$, so

$$
\langle n^2+3n+2\rangle=2\bar n^2+4\bar n+2=2(\bar n+1)^2 .
$$

The overtone therefore grows as $(\bar n+1)^2$ and an allowed one-phonon line as $\bar n+1$. When $k_BT\gg\omega$ these become proportional to $T^2$ and $T$, as long as the harmonic description holds.

## The crystal has many pairs

In a crystal of $N$ cells, the word overtone needs care. The total polarizability is unchanged by a lattice translation, while a phonon coordinate $Q_q$ acquires a phase. Linear terms with $q\ne0$ therefore vanish, and quadratic terms pair $q$ with $-q$:

$$
\delta\alpha=\tfrac12\sum_qA(q)Q_qQ_{-q},\qquad
Q_q=\frac{b_q+b^\dagger_{-q}}{\sqrt{2\omega_q}} .
$$

A pair with $q\ne-q$ occurs twice in the sum, so its creation amplitude is $A/(2\omega_q)$. Its intensity $A^2/(4\omega_q^2)$, shared between the two wavevectors, is $A^2/(8\omega_q^2)$ for each $q$. The sum grows as $N$, while the single pair at $q=0$ has a share that vanishes for large $N$. What is scattered is a band of two-phonon energies $2\omega_q$, from the branch that passes through B2u at $q=0$.

To connect this with $a_2$, set $u=Q/\sqrt{NM}$ for uniform motion. Then $\tfrac12Na_2u^2=\tfrac12(a_2/M)Q^2$, so $A(0)=a_2/M$. If $A$ and $\omega$ are held constant along the branch, the total intensity is $\tfrac12Na_2^2\sigma^4$.

The comparison line is the A1g phonon, whose oxygen pattern is $(+,+,-,-)$. Its linear term $Na_1u$, with $a_1=\partial\alpha/\partial u$ for that pattern, gives intensity $Na_1^2\sigma_A^2$. Hence

$$
R=\frac{\tfrac12\langle a_2^2\rangle\sigma_B^4}{\langle a_1^2\rangle\sigma_A^2},
\qquad
\langle m^2\rangle=\frac{(\mathrm{tr}\,m)^2+2\,\mathrm{tr}(m^2)}{15}.
$$

The subscripts $B$ and $A$ refer to B2u and A1g. The second expression averages $(\mathbf n\cdot m\cdot\mathbf n)^2$ over random grain orientations $\mathbf n$, for parallel incident and detected polarizations.

## A worked estimate

The inputs are rough typical values. The cell has $a=3.6$ Å, $c=5.2$ Å and $z=0.05$. The ionic polarizabilities are 0.9 Å$^3$ for Hf and 1.8 Å$^3$ for O. The phonon energies are 0.080 eV (B2u) and 0.033 eV (A1g). Summing the dipole fields and differentiating numerically gives:

- B2u linear polarizability: at most $1.5\times10^{-12}$ Å$^2$, which is zero to rounding.
- B2u quadratic polarizability: $a_2=\mathrm{diag}(66.3,66.3,70.4)$ Å.
- A1g linear polarizability: $a_1=\mathrm{diag}(7.56,7.56,0.98)$ Å$^2$.

The zero-point amplitudes are $\sigma_B=0.0202$ Å and $\sigma_A=0.0315$ Å. For the $zz$ component,

$$
\langle2|\alpha_{zz}|0\rangle\approx\frac{70.4\times(0.0202)^2}{\sqrt2}\approx0.020\ \text{Å}^3 .
$$

A calculation with oscillator wavefunctions on a grid, keeping the complete $\alpha(u)$, differs from the quadratic formula by 0.8% of the formula's tensor norm.

The orientation averages are $\langle a_2^2\rangle\approx4590$ Å$^2$ and $\langle a_1^2\rangle\approx32.7$ Å$^4$, so

$$
R\approx\frac{0.5\times4590\times(0.0202)^4}{32.7\times(0.0315)^2}\approx0.012 .
$$

At 300 K the occupations are 0.047 and 0.387. The ratio becomes $0.0118\times1.097/1.387\approx0.009$. The harmonic energy loss is **0.160 eV, or 1290 cm$^{-1}$**, and the integrated overtone intensity is **about one percent of the A1g line** in this model. Anharmonicity would shift the energy and could also change the intensity, and dispersion would spread the overtone into a band.

## Weighing what was left out

**Variation along the branch.** The estimate held $A$ constant along the branch. Take the four oxygen positions listed at the start as one cell, and reverse their B2u pattern from cell to cell along the directions that define each zone-boundary point. The diagonal elements of $a_2$, in Å, are then:

- X: $(-31,65,99)$
- M: $(-15,-15,94)$
- Z: $(63,63,21)$

Some elements even change sign. From these elements alone, the orientation-averaged intensities are about 0.7, 0.3 and 0.6 of the value at $q=0$. Off-diagonal elements, of size 28 Å ($xz$) at X and 45 Å ($xy$) at M, raise the first two to about 0.74 and 0.45. At Z the result also depends on how the oxygens are grouped into cells: taking $O_3$ and $O_4$ one edge $c$ away gives $(60,60,77)$ and a relative intensity of about 0.95 instead of 0.6. The true phonon patterns, which also change with $q$, would have to come from a lattice-dynamics calculation. The constant-$A$ result is thus only an order-of-magnitude estimate.

**Ionic polarizabilities.** Letting the oxygen polarizability follow the cube of its mean Hf–O bond length lowers the 0 K ratio from 0.012 to 0.007. Changing the Hf and O values to 0.5 and 2.0 Å$^3$ gives 0.0125.

**Oxygen position.** The A1g linear term vanishes at $z=0$, so the comparison line weakens as $z$ decreases. With the other inputs fixed, the 0 K ratio is about 0.018 at $z=0.04$ and 0.0075 at $z=0.065$. The figure of one percent therefore belongs to the chosen $z=0.05$.

**Photon energy.** Scattered power varies as the fourth power of the scattered frequency. This multiplies the overtone-to-A1g ratio by 0.80, giving about 0.007 at 300 K.

For resonance, take a single gap $E_g=5.8$ eV and $\alpha\propto1/(E_g^2-E_L^2)$, with $E_L$ the laser energy. A gap that shifted linearly with $u$ would bring into $\partial^2\alpha/\partial u^2$ a term with the third power of the denominator, and that term would be 1.70 times its static value. This is the near-resonance factor printed in the output. For non-degenerate band edges the B2u gap shift has no linear term, so two powers remain, as in the A1g amplitude. Both amplitudes then rise by a factor $1.70^{2/3}\approx1.42$, and their ratio is unchanged in this estimate. Degenerate bands are an exception. At Z the screw operation and inversion pair the bands, and the alternating spacings in the oxygen columns can split such a pair linearly in $u$. The third-power term then returns, and if it dominated, the overtone-to-A1g intensity ratio would rise by about $(1.70/1.42)^2\approx1.4$.

**Photon wavevector.** In backscattering, $qa=0.019$. A one-phonon amplitude linear in $q$ would have an intensity, relative to an allowed one-phonon line, of $(qa)^2\approx4\times10^{-4}$ times a coefficient not calculated here. It would appear near 0.080 eV, away from the overtone. This figure holds for a thick sample. A layer about 10 nm thick is much thinner than $\pi/q\approx60$ nm, so the photon does not fix the wavevector along the normal. The cells at the interfaces, several percent or more of such a layer, lack the bulk symmetry and could give stronger one-phonon scattering; this was not calculated.

**A bias field.** A field along $c$ displaces all oxygens relative to hafnium by $d$, an A2u distortion. The polarizability then acquires a term $\beta ud$. The fourfold operation reverses $u$ but not $d$, which requires $\beta_{yy}=-\beta_{xx}$ and $\beta_{zz}=0$. The calculation gives $\beta\approx\mathrm{diag}(-49.5,49.5,0)$ Å; the printed 49.55 uses a step of 0.02 Å in $d$, and smaller steps give 49.47. At fixed $d$ this term is linear in $u$, so one-phonon B2u Raman scattering becomes allowed.

For 1 MV/cm, or 0.01 V/Å, and a rough effective charge of $2.5e$ per oxygen, the force per cell is $4\times2.5\times0.01=0.10$ eV/Å. The stiffness of the polar mode is its reduced mass times its squared frequency. With a rough energy of 0.040 eV for that mode, $d=0.0048$ Å. The induced line has $1.9\times10^{-4}$ of the A1g intensity at 0 K, about 1/60 of the overtone. This counts only the lattice displacement; the field's direct effect on the electronic response is left out.

## Beside a real capacitor

The calculated electronic permittivities, 5.0 and 4.8, are of a plausible size for hafnia. The point-ion model's dipole response is less realistic: it gives $16.0/4=4.0e$ per oxygen, well above the rough $2.5e$ used for the bias estimate. Charge transfer between ions is missing, so the intensities are not predictions for a particular film.

Real ferroelectric hafnia layers also depart from the perfect tetragonal crystal. Their ferroelectricity is generally attributed to a polar orthorhombic phase, which has no inversion centre, and they can also contain defects and strain gradients. In such regions the silence of the single phonon is no longer guaranteed. The bias estimate gives the scale for one such departure, a uniform 1 MV/cm field; the effect of mixed phases was not calculated. A feature near 1290 cm$^{-1}$ would therefore be compatible with the B2u overtone but would not identify it, because other phonon pairs may have similar total energies.

The numerical output below gives most of these values in more detail.

## Computed values

```
Rough cell a, c: 3.6, 5.2 angstrom; oxygen z: 0.05
Rough polarizabilities Hf, O: 0.9, 1.8 angstrom^3
Rough B2u, A1g, A2u energies: 0.08, 0.033, 0.04 eV
Laser, rough gap: 2.33, 5.8 eV; temperature: 300 K
Optical modes: 1A1g + 1A2u + 2B1g + 1B2u + 3Eg + 2Eu
Vector content: 1A2u + 1Eu
Symmetric-tensor content: 2A1g + 1B1g + 1B2g + 1Eg
B2u squared: 1A1g
B2u oxygen z pattern: [ 1 -1  1 -1]
A1g oxygen z pattern: [ 1  1 -1 -1]
Electronic permittivity xx, zz: 5.007, 4.758
B2u largest |d alpha/du|: 1.5e-12 angstrom^2
B2u largest |d dipole/du|: 6.5e-13 e
B2u largest |d2 dipole/du2|: 2.3e-10 e/angstrom
A2u model |d dipole_z/du|: 16.02 e per cell
A1g a1 (xx,yy,zz): 7.564, 7.564, 0.981 angstrom^2
B2u a2 (xx,yy,zz): 66.349, 66.349, 70.439 angstrom
Zero-point sigma B2u, A1g: 0.02021, 0.03146 angstrom
Largest |<1|alpha|0>|: 2.5e-13 angstrom^3
<2|alpha|0> on grid (xx,zz): 1.9206e-02, 2.0587e-02 angstrom^3
<2|alpha|0> by formula (xx,zz): 1.9153e-02, 2.0334e-02 angstrom^3
Relative difference, grid and formula: 7.81e-03
Harmonic overtone shift: 0.160 eV = 1290 cm^-1
B2u, A1g occupation at 300 K: 0.0474, 0.3870
Overtone thermal factor: 1.0971
Overtone/A1g intensity at 0 K: 1.18e-02
Overtone/A1g intensity at 300 K: 9.35e-03
0 K ratio, O polarizability as bond length cubed: 6.99e-03
0 K ratio, Hf/O polarizabilities 0.5/2.0 angstrom^3: 1.25e-02
a2 at zone-boundary X (xx,yy,zz): -31.303, 65.041, 99.020 angstrom
a2 at zone-boundary M (xx,yy,zz): -14.983, -14.983, 93.554 angstrom
a2 at zone-boundary Z (xx,yy,zz): 62.912, 62.912, 20.932 angstrom
One-cell curvature mismatch, step 0.03 angstrom: 3.8e-04 angstrom
One-cell curvature mismatch, step 0.005 angstrom: 2.9e-07 angstrom
Photon wavevector times a: 0.0190; squared: 3.6e-04
Near-resonance amplitude factor, single-gap estimate: 1.70
Scattered-frequency factor, overtone/A1g: 0.797
Bias field: 1.0 MV/cm; rough O charge size: 2.5 e
Bias-induced polar shift: 0.00481 angstrom
Mixed B2u-A2u derivative (xx,yy,zz): -49.554, 49.554, 0.000 angstrom
Bias-induced one-phonon B2u/A1g intensity at 0 K: 1.92e-04
```
